# Spin-orbit strength of an ion and its part outside a sphere: test program

```python
"""
Spin-orbit radial integral: Z^4 law and the part outside a sphere.

Result under test (atomic units, alpha = fine-structure constant):
  zeta = (alpha^2/2) <(1/r) dV/dr>
  V = -Z/r :  zeta = alpha^2 Z^4 / (2 n^3 l (l+1/2) (l+1)),  l >= 1
  outside fraction F(R) <= P_out n^3 l (l+1/2)(l+1) / (Z R)^3
  screened electron:  F(R) <= Q(R) P_out / (R^3 <Q/r^3>)
n, l: quantum numbers; R: sphere radius; P_out: probability outside R;
Q(r) = r^2 dV/dr: enclosed charge seen by the electron; u(r) = r * radial
function. Free halide ions are treated by restricted Hartree-Fock.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_genlaguerre
from pyscf import gto, scf, lib

lib.num_threads(1)
ALPHA = const.fine_structure
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10  # angstrom


def shell_factor(n, l):
    return n**3 * l * (l + 0.5) * (l + 1)


def zeta_formula(Z, n, l):
    return ALPHA**2 * Z**4 / (2 * shell_factor(n, l))


def hydrogenic_integral(Z, n, l, power, start=0.0):
    """Unnormalized integral of u^2 r^power from start outward."""
    def integrand(r):
        s = 2 * Z * r / n
        u = s**(l + 1) * np.exp(-s / 2) * eval_genlaguerre(n-l-1, 2*l+1, s)
        return u * u * r**power
    return quad(integrand, start, 40 * n / Z, epsabs=0, epsrel=1e-9,
                limit=300)[0]


# Means of r^-2 and r^-3 from quadrature of the wavefunctions
for Z, n, l in [(1, 2, 1), (3, 3, 1), (3, 3, 2), (10, 4, 1), (10, 4, 3)]:
    norm = hydrogenic_integral(Z, n, l, 0)
    mean2 = hydrogenic_integral(Z, n, l, -2) / norm
    mean3 = hydrogenic_integral(Z, n, l, -3) / norm
    assert abs(mean2 * n**3 * (l + 0.5) / Z**2 - 1) < 1e-6
    assert abs(l * (l + 1) * mean3 / (Z * mean2) - 1) < 1e-6
    assert abs(mean3 * shell_factor(n, l) / Z**3 - 1) < 1e-6

# Z^4 law and dependence on Z*R from direct solution on a fixed grid
step = 0.0025
grid = step * np.arange(1, 8000)
zeta_grid = {}
for Z in (2, 4, 8):
    diagonal = 1 / step**2 + 1 / grid**2 - Z / grid
    off = np.full(len(grid) - 1, -0.5 / step**2)
    _, vec = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    weight = vec[:, 0]**2 / np.sum(vec[:, 0]**2)
    zeta_grid[Z] = ALPHA**2 / 2 * Z * np.sum(weight / grid**3)
    x = 4.0
    outside = np.sum((weight / grid**3)[grid > x / Z])
    fraction = outside / np.sum(weight / grid**3)
    assert abs(fraction / ((1 + x) * np.exp(-x)) - 1) < 0.02  # grid edge
    assert abs(zeta_grid[Z] / zeta_formula(Z, 2, 1) - 1) < 0.01
grid_exponent = np.log(zeta_grid[8] / zeta_grid[2]) / np.log(4)
assert abs(grid_exponent - 4) < 0.01

# Eigenvalues of L.S by diagonalization
for l in (1, 2):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    spin_up = np.array([[0, 1], [0, 0]])
    ls = (np.kron(np.diag(m), np.diag([0.5, -0.5]))
          + 0.5 * (np.kron(raising, spin_up.T) + np.kron(raising.T, spin_up)))
    values = np.linalg.eigvalsh(ls)
    expected = [-(l + 1) / 2] * (2 * l) + [l / 2] * (2 * l + 2)
    assert np.allclose(values, expected)


def dirac_energy(Z, n, k):
    """Dirac energy without rest energy; k = j + 1/2."""
    a = Z * ALPHA
    return ((1 + (a / (n - k + np.sqrt(k*k - a*a)))**2)**-0.5 - 1) / ALPHA**2


def dirac_excess(Z):
    exact = dirac_energy(Z, 2, 2) - dirac_energy(Z, 2, 1)
    return exact, exact / (1.5 * zeta_formula(Z, 2, 1)) - 1


assert abs(dirac_excess(10)[1]) < 0.01
assert abs(dirac_excess(10)[1] / dirac_excess(5)[1] - 4) < 0.1

print(f"fine-structure constant = {ALPHA:.8f} (no unit)")
print(f"Hartree energy = {HARTREE:.5f} eV; Bohr radius = {BOHR:.6f} angstrom")
print(f"fitted exponent of Z, 2p grid solution = {grid_exponent:.4f}")
for Z in (1, 5, 10, 20, 40, 80):
    exact, excess = dirac_excess(Z)
    zeta = zeta_formula(Z, 2, 1) * HARTREE
    print(f"2p Z={Z}: zeta={zeta:.4e} eV, splitting={1.5*zeta:.4e} eV, "
          f"Dirac={exact*HARTREE:.4e} eV, Dirac excess={100*excess:.2f} %")

# Hydrogenic outside fractions against the bounds
for n, l in [(2, 1), (3, 1), (3, 2), (4, 1)]:
    for x in (0.5, 2.0, 5.0, 10.0, 25.0):
        p_out = (hydrogenic_integral(1, n, l, 0, x)
                 / hydrogenic_integral(1, n, l, 0))
        frac = (hydrogenic_integral(1, n, l, -3, x)
                / hydrogenic_integral(1, n, l, -3))
        assert frac <= p_out * shell_factor(n, l) / x**3

Z_ION, R_ANG = 10, 1.2
radius = R_ANG / BOHR
print(f"hydrogenic ion Z={Z_ION}, R={R_ANG} angstrom, "
      f"Z*R={Z_ION*radius:.3f} (atomic units)")
for n, l in [(2, 1), (3, 1), (3, 2), (4, 1)]:
    p_out = (hydrogenic_integral(Z_ION, n, l, 0, radius)
             / hydrogenic_integral(Z_ION, n, l, 0))
    frac = (hydrogenic_integral(Z_ION, n, l, -3, radius)
            / hydrogenic_integral(Z_ION, n, l, -3))
    simple = shell_factor(n, l) / (Z_ION * radius)**3
    assert frac <= p_out * simple <= simple
    print(f"  {n}{'spdf'[l]}: P_out={p_out:.3e}, F={frac:.3e}, "
          f"bound with P_out={p_out*simple:.3e}, simple bound={simple:.3e}")


def even_tempered(l, count, smallest, ratio):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


def halide(symbol, basis):
    """Radial data of the valence p electron of a free halide ion."""
    mol = gto.M(atom=f"{symbol} 0 0 0", charge=-1, basis={symbol: basis},
                verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-9
    energy = mf.kernel()
    assert mf.converged
    kinetic = np.einsum("ij,ji", mf.make_rdm1(), mol.intor("int1e_kin"))
    assert abs(energy / kinetic + 1) < 1e-3  # virial theorem
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    valence = occupied[:, -3:]
    assert np.ptp(mf.mo_energy[mf.mo_occ > 0][-3:]) < 1e-4

    r = np.exp(np.linspace(np.log(1e-6), np.log(40.0), 4000))
    points = np.column_stack([0 * r, 0 * r, r])
    ao = mol.eval_gto("GTOval_sph", points)
    shell = 4 * np.pi * r**2
    u2 = shell * np.sum((ao @ valence)**2, axis=1) / 3
    total = shell * 2 * np.sum((ao @ occupied)**2, axis=1)

    def running(f):
        return cumulative_trapezoid(f * r, np.log(r), initial=0)

    prob = running(u2)
    assert abs(prob[-1] - 1) < 1e-4
    assert abs(running(total)[-1] - mol.nelectron) < 1e-3
    Z = mol.atom_charge(0)
    charge = Z - running(total - u2)
    assert np.all(np.diff(charge) < 1e-9) and charge[-1] > -1e-3
    # analytic spin-orbit integrals check the radial quadrature
    mean3 = running(u2 / r**3)[-1]
    so = mol.intor("int1e_prinvxp", comp=3)
    so = np.einsum("pi,xpq,qj->xij", valence, so, valence)
    assert abs(np.sqrt(np.sum(so**2) / 6) / mean3 - 1) < 1e-3
    integral = running(charge * u2 / r**3)
    return dict(Z=Z, r=r, prob=prob, charge=charge, integral=integral,
                mean3=mean3, zeta=ALPHA**2 / 2 * integral[-1])


sp_basis = even_tempered(0, 20, 0.04, 2.5) + even_tempered(1, 18, 0.04, 2.3)
d_basis = even_tempered(2, 10, 0.1, 2.4)
ions = {"F": halide("F", sp_basis), "Cl": halide("Cl", sp_basis),
        "Br": halide("Br", sp_basis + d_basis)}
dense = even_tempered(0, 24, 0.04, 2.1) + even_tempered(1, 21, 0.04, 2.0)
basis_change = halide("Cl", dense)["zeta"] / ions["Cl"]["zeta"] - 1
assert abs(basis_change) < 0.01

print("free halide ions, restricted Hartree-Fock, valence p electron")
for symbol, n in (("F", 2), ("Cl", 3), ("Br", 4)):
    ion = ions[symbol]
    print(f"  {symbol}- {n}p: Z={ion['Z']}, "
          f"<r^-3>={ion['mean3']/BOHR**3:.2f} angstrom^-3, "
          f"zeta={ion['zeta']*HARTREE:.5f} eV, "
          f"splitting={1.5*ion['zeta']*HARTREE:.5f} eV")
print(f"change of Cl- zeta in a denser basis = {100*basis_change:.3f} %")
for first, second in (("F", "Cl"), ("Cl", "Br"), ("F", "Br")):
    a, b = ions[first], ions[second]
    exponent = np.log(b["zeta"] / a["zeta"]) / np.log(b["Z"] / a["Z"])
    assert 0.5 < exponent < 3
    print(f"effective exponent of Z, {first}- to {second}- = {exponent:.3f}")

br = ions["Br"]
bare = zeta_formula(br["Z"], 4, 1)
assert bare > 3 * br["zeta"]
print(f"bare-Z hydrogenic zeta, Z=35 4p = {bare*HARTREE:.4f} eV, "
      f"ratio to Br- value = {bare/br['zeta']:.2f}")
r90 = np.interp(0.9, br["integral"] / br["integral"][-1], br["r"])
print(f"radius holding 90 % of the Br- integral = {r90*BOHR:.4f} angstrom")
p90 = np.interp(r90, br["r"], br["prob"])
print(f"probability of the 4p electron inside it = {100*p90:.3f} %")
for r_ang in (1.0, 1.2, 1.5):
    R = r_ang / BOHR
    p_out = br["prob"][-1] - np.interp(R, br["r"], br["prob"])
    q_R = np.interp(R, br["r"], br["charge"])
    full = br["integral"][-1]
    frac = (full - np.interp(R, br["r"], br["integral"])) / full
    bound = q_R * p_out / (R**3 * full)
    assert 0 < frac <= bound < 1
    print(f"Br- R={r_ang} angstrom: P_out={p_out:.4f}, Q(R)={q_R:.3f} e, "
          f"F={frac:.3e}, bound={bound:.3e}, "
          f"zeta outside={frac*br['zeta']*HARTREE:.3e} eV")

print("checks complete")
```

Output:

```
fine-structure constant = 0.00729735 (no unit)
Hartree energy = 27.21139 eV; Bohr radius = 0.529177 angstrom
fitted exponent of Z, 2p grid solution = 4.0000
2p Z=1: zeta=3.0188e-05 eV, splitting=4.5283e-05 eV, Dirac=4.5284e-05 eV, Dirac excess=0.00 %
2p Z=5: zeta=1.8868e-02 eV, splitting=2.8302e-02 eV, Dirac=2.8325e-02 eV, Dirac excess=0.08 %
2p Z=10: zeta=3.0188e-01 eV, splitting=4.5283e-01 eV, Dirac=4.5434e-01 eV, Dirac excess=0.33 %
2p Z=20: zeta=4.8301e+00 eV, splitting=7.2452e+00 eV, Dirac=7.3431e+00 eV, Dirac excess=1.35 %
2p Z=40: zeta=7.7282e+01 eV, splitting=1.1592e+02 eV, Dirac=1.2247e+02 eV, Dirac excess=5.65 %
2p Z=80: zeta=1.2365e+03 eV, splitting=1.8548e+03 eV, Dirac=2.3685e+03 eV, Dirac excess=27.70 %
hydrogenic ion Z=10, R=1.2 angstrom, Z*R=22.677 (atomic units)
  2p: P_out=1.878e-06, F=3.357e-09, bound with P_out=3.864e-09, simple bound=2.058e-03
  3p: P_out=2.034e-02, F=1.092e-04, bound with P_out=1.413e-04, simple bound=6.946e-03
  3d: P_out=7.081e-03, F=1.920e-04, bound with P_out=2.459e-04, simple bound=3.473e-02
  4p: P_out=5.767e-01, F=5.435e-03, bound with P_out=9.495e-03, simple bound=1.646e-02
free halide ions, restricted Hartree-Fock, valence p electron
  F- 2p: Z=9, <r^-3>=43.19 angstrom^-3, zeta=0.03307 eV, splitting=0.04960 eV
  Cl- 3p: Z=17, <r^-3>=38.74 angstrom^-3, zeta=0.06151 eV, splitting=0.09226 eV
  Br- 4p: Z=35, <r^-3>=69.13 angstrom^-3, zeta=0.24085 eV, splitting=0.36128 eV
change of Cl- zeta in a denser basis = -0.005 %
effective exponent of Z, F- to Cl- = 0.976
effective exponent of Z, Cl- to Br- = 1.890
effective exponent of Z, F- to Br- = 1.462
bare-Z hydrogenic zeta, Z=35 4p = 5.6627 eV, ratio to Br- value = 23.51
radius holding 90 % of the Br- integral = 0.0538 angstrom
probability of the 4p electron inside it = 0.156 %
Br- R=1.0 angstrom: P_out=0.5988, Q(R)=3.760 e, F=2.743e-04, bound=1.004e-03, zeta outside=6.607e-05 eV
Br- R=1.2 angstrom: P_out=0.4277, Q(R)=2.557 e, F=8.599e-05, bound=2.821e-04, zeta outside=2.071e-05 eV
Br- R=1.5 angstrom: P_out=0.2427, Q(R)=1.370 e, F=1.476e-05, bound=4.391e-05, zeta outside=3.555e-06 eV
checks complete
```
